# The Wannier Threshold Law for Electron-Impact Ionization of Neutral Atoms, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ridge at zero energy

### A ratio that is not three

Take two electrons leaving a singly charged ion. Start them on opposite sides of it, near 0.5 nm, with equal outward speeds, and ask how unequal their distances may be if both are to escape. In Newtonian trajectories, raising their total energy from 0.1 eV to 0.3 eV widens the permitted inequality by a factor of 3.42. The energy has risen by a factor of 3. The extra growth needs an explanation, since a simple division of energy between two independent electrons would give 3.

The same window controls how ionization begins. An electron strikes a neutral atom, and the *excess energy* \(E\) is what the two outgoing electrons share once the ionization energy has been paid. The result to be derived is

\[
\sigma(E)=K E^m,\qquad m=1.127\quad (E\to0^+),
\]

where \(\sigma\) is the ionization cross section and \(K\) depends on the atom.

The notebook treats the ion as a fixed point charge \(Ze\). A neutral target leaves \(Z=1\), but keeping \(Z\) general provides useful limits. Spin forces and radiation are neglected. Outside some fixed matching radius \(r_0\) the electrons move classically. The complicated collision inside \(r_0\) enters through one assumption: it delivers pairs whose asymmetry is smoothly distributed, with a nonzero density at perfect symmetry that tends to a constant as \(E\to0\). This is a semiclassical derivation, not a rigorous quantum proof.

### Two electrons on a line

Let \(r_1\) and \(r_2\) be the distances from the ion, with the electrons on opposite sides. Write \(k=e^2/(4\pi\varepsilon_0)\) and let \(m_e\) be the electron mass. The ion attracts each electron, while the other electron pushes it outward from a distance \(r_1+r_2\):

\[
m_e\ddot r_1=-\frac{kZ}{r_1^2}+\frac{k}{(r_1+r_2)^2},\qquad
m_e\ddot r_2=-\frac{kZ}{r_2^2}+\frac{k}{(r_1+r_2)^2}.
\]

The simplest orbit has \(r_1=r_2=r\). Both equations then become

\[
m_e\ddot r=-\frac{k}{r^2}\left(Z-\frac14\right)=-\frac{A}{2r^2},
\qquad A=\frac{k(4Z-1)}{2}.
\]

The potential energy on this orbit is \(-2kZ/r+k/(2r)=-A/r\). The kinetic energy is \(2\times\frac12m_e\dot r^2=m_e\dot r^2\). Hence

\[
m_e\dot r^2=E+\frac Ar .
\]

This symmetric path is the Wannier ridge. At fixed \(r\), moving one electron inward and the other outward by the same amount lowers the potential, so the path runs along a crest. Two electrons can leave slowly together along it, but a small inequality tends to grow.

To follow that inequality, define

\[
r=\frac{r_1+r_2}{2},\qquad s=\frac{r_1-r_2}{2},
\]

so that \(r_1=r+s\) and \(r_2=r-s\). Subtract the two equations of motion. The repulsion cancels, because it is the same for both electrons, and

\[
2m_e\ddot s=-kZ\left[\frac1{(r+s)^2}-\frac1{(r-s)^2}\right].
\]

For \(|s|\ll r\), \((r\pm s)^{-2}=r^{-2}(1\mp2s/r+\cdots)\). The bracket is \(-4s/r^3\), which gives

\[
m_e\ddot s=\frac{2kZ}{r^3}s .
\]

The sign is positive: the displacement accelerates away from the ridge. The farther electron feels a weaker pull from the ion, and the nearer one a stronger pull.

### The stretch at zero energy

Set \(E=0\) first. Time can be removed by treating \(s\) as a function of \(r\). The chain rule gives

\[
\dot s=\dot r\,s_r,\qquad \ddot s=\dot r^2s_{rr}+\ddot r\,s_r,
\]

where a subscript denotes a derivative. On the ridge \(m_e\dot r^2=A/r\) and \(m_e\ddot r=-A/(2r^2)\). Substitution yields

\[
\frac Ar s_{rr}-\frac{A}{2r^2}s_r=\frac{2kZ}{r^3}s.
\]

Multiply by \(r^3/A\):

\[
r^2s_{rr}-\frac r2s_r-\beta s=0,\qquad
\beta=\frac{2kZ}{A}=\frac{4Z}{4Z-1}.
\]

Each term keeps the power of \(r\) unchanged, so try \(s=r^q\). Then \(q(q-1)-q/2-\beta=0\), or

\[
q^2-\frac32q-\beta=0,\qquad
q_\pm=\frac34\pm\sqrt{\frac9{16}+\frac{4Z}{4Z-1}} .
\]

Put the terms under the root over a common denominator:

\[
\frac9{16}+\frac{4Z}{4Z-1}
=\frac{9(4Z-1)+64Z}{16(4Z-1)}
=\frac{100Z-9}{16(4Z-1)}.
\]

Therefore

\[
q_\pm=\frac34\pm\frac14\sqrt{\frac{100Z-9}{4Z-1}} .
\]

What matters is the relative inequality \(s/r\), because two electrons at 100 nm and 101 nm are nearly symmetric while two at 1 nm and 2 nm are not. Its growing part varies as \(r^{q_+-1}=r^m\), with

\[
m=q_+-1=\frac14\left[\sqrt{\frac{100Z-9}{4Z-1}}-1\right].
\]

For \(Z=1\), \(\sqrt{91/3}=5.5076\), so \(m=4.5076/4=1.1269\). The two stretch powers are \(q_+=2.1269\) and \(q_-=-0.6269\).

### From growth to a first count

At nonzero \(E\), the zero-energy motion remains a good guide while \(A/r\gg E\). The two terms become equal at the Coulomb-zone radius

\[
R_E=\frac AE .
\]

Well beyond \(R_E\) the electrons move almost freely and \(s/r\) levels off. If the relative inequality at \(R_E\) is too large, the inner electron lacks the energy to escape. The limiting inequality at \(R_E\) is a fixed number that does not depend on \(E\), as the scaling argument of the second half will show.

Trace it back to \(r_0\). The growing part was smaller there by \((r_0/R_E)^m\), so

\[
\left|\frac{s}{r}\right|_{r_0}\lesssim \text{constant}\times
\left(\frac{r_0E}{A}\right)^m .
\]

The window shrinks as \(E^m\). If the inner collision fills the neighbourhood of \(s=0\) smoothly, the number of escaping pairs shrinks in the same way. Linearization supplies the width of the window; the smooth filling is a separate assumption.

### First limit: no repulsion

Let \(Z\) become large. The repulsion is then negligible beside the attraction, and the formula gives

\[
m\to\frac14(\sqrt{25}-1)=1 .
\]

This can be checked without the stretch equation. Independent electrons conserve their separate energies \(\varepsilon_1\) and \(\varepsilon_2\), with \(\varepsilon_1+\varepsilon_2=E\). Both are positive when \(|\varepsilon_1-\varepsilon_2|<E\). A smooth distribution of the energy difference therefore gives a yield proportional to \(E\), in agreement with \(m=1\).

The two stretch solutions also acquire a clear meaning. For \(\beta=1\) the powers are \(2\) and \(-1/2\). Displace one electron from its zero-energy orbit by \(\delta r\), where \(m_e\dot r^2=2kZ/r\). The first-order change in its energy is

\[
\delta\varepsilon=m_e\dot r\,\delta\dot r+\frac{kZ}{r^2}\delta r .
\]

For \(\delta r=cr^2\), \(\delta\dot r=2cr\dot r\), and

\[
\delta\varepsilon=2cr\frac{2kZ}{r}+kZc=5kZc .
\]

The growing solution is a constant energy offset. For \(\delta r=cr^{-1/2}\), the two terms are \(-kZc\,r^{-5/2}\) and \(+kZc\,r^{-5/2}\), so the energy change is zero. That solution is a shift in starting time, whose relative importance fades.

### Where the extra 0.127 comes from

Restore the repulsion. Define each electron's energy in the field of the ion alone as \(\varepsilon_i=\frac12m_e\dot r_i^2-kZ/r_i\). The repulsive force on each electron is \(k/(4r^2)\), since \(r_1+r_2=2r\). It does work at the rate force times speed, so

\[
\frac{d}{dt}(\varepsilon_1-\varepsilon_2)
=\frac{k}{4r^2}(\dot r_1-\dot r_2)
=\frac{k}{2r^2}\dot s .
\]

On the growing solution with \(s>0\), \(\dot s>0\): the leading electron is faster and receives more work from the same force. The energy difference is no longer conserved.

Its growth follows from the first-order expression

\[
\varepsilon_1-\varepsilon_2
=2m_e\dot r\dot s+\frac{2kZ}{r^2}s .
\]

For \(s=cr^q\) at zero energy, \(m_e\dot r\dot s=(A/r)cq r^{q-1}\). Hence

\[
\varepsilon_1-\varepsilon_2=2c(Aq+kZ)r^{q-2}.
\]

With \(q=q_+\) this grows as \(r^{m-1}\), or \(r^{0.127}\) for \(Z=1\). The part of the energy difference at \(r_0\) that lies on the growing solution is amplified by \((R_E/r_0)^{m-1}\) before the final comparison with \(E\); the part on the decaying solution, with \(q=q_-\), dies away. The permitted initial difference is thus proportional to \(E\times E^{m-1}=E^m\). The first factor is ordinary energy sharing, and the second is the work done by the repulsion.

Doubling the ionic charge makes repulsion relatively less important. The formula gives \(m=1.0559\) for \(Z=2\). Escape windows from the full equations, compared between 1 meV and 10 meV at the same starting radius, also give 1.0559.

### Leaving the line

The electrons need not be opposite each other. Let the angle between their directions be \(\pi-\varphi\), so \(\varphi\) measures the bend. Consider zero total angular momentum. The individual angular momenta are then equal and opposite, and the motion stays in one plane.

Call the polar angles \(\theta_1,\theta_2\), with \(\theta_2-\theta_1=\pi-\varphi\). Zero angular momentum requires

\[
r_1^2\dot\theta_1+r_2^2\dot\theta_2=0,\qquad
\dot\theta_2-\dot\theta_1=-\dot\varphi .
\]

On the symmetric path, \(\dot\theta_1=\dot\varphi/2\) and \(\dot\theta_2=-\dot\varphi/2\). The angular kinetic energy is therefore

\[
2\times\frac12m_er^2\left(\frac{\dot\varphi}{2}\right)^2
=\frac{m_er^2\dot\varphi^2}{4}.
\]

Corrections from \(s\) multiply \(\dot\varphi^2\) and are beyond second order.

For the potential, the separation obeys

\[
r_{12}^2=r_1^2+r_2^2+2r_1r_2\cos\varphi .
\]

Insert \(r_1^2+r_2^2=2r^2+2s^2\), \(r_1r_2=r^2-s^2\) and \(\cos\varphi\simeq1-\varphi^2/2\). The \(s^2\) terms cancel, leaving \(r_{12}^2\simeq4r^2-r^2\varphi^2\). Thus

\[
\frac{k}{r_{12}}\simeq\frac{k}{2r}+\frac{k\varphi^2}{16r}.
\]

There is no product \(s\varphi\), so stretch and bend separate at this order. The bend raises the repulsion and is pushed back toward \(\varphi=0\). Lagrange's equation for \(\varphi\) is

\[
\frac{d}{dt}\left(\frac{m_er^2\dot\varphi}{2}\right)=-\frac{k\varphi}{8r},
\qquad
\frac{d}{dt}(r^2\dot\varphi)=-\frac{k\varphi}{4m_er}.
\]

The angular-momentum constraint may be inserted in the Lagrangian because the conserved overall rotation momentum is zero.

At \(E=0\), try \(\varphi=r^b\). Since \(\dot r=\sqrt{A/m_e}\,r^{-1/2}\),

\[
r^2\dot\varphi=b\sqrt{\frac A{m_e}}\,r^{b+1/2},\qquad
\frac{d}{dt}(r^2\dot\varphi)=b\left(b+\frac12\right)\frac A{m_e}r^{b-1}.
\]

Equating this to \(-kr^{b-1}/(4m_e)\) gives

\[
b^2+\frac b2+\frac{1}{2(4Z-1)}=0 .
\]

For \(Z=1\), \(b=-1/4\pm i\nu\), with \(\nu=\sqrt{1/6-1/16}=0.3227\). The bend oscillates in \(\ln r\), and its envelope falls as \(r^{-1/4}\). For a start with \(\dot\varphi=0\), let \(\rho=r/r_0\). Setting the first derivative to zero fixes the sine coefficient:

\[
\frac{\varphi}{\varphi_0}=\rho^{-1/4}
\left[\cos(\nu\ln\rho)+\frac1{4\nu}\sin(\nu\ln\rho)\right].
\]

A full zero-energy trajectory starting with a bend of 0.01 rad gives \(\varphi/\varphi_0=0.2706\) at \(\rho=100.1\), and \(-0.0856\) at \(\rho=10^4\). The formula agrees with both values to within 0.0001. Small bends decay and do not narrow the escape window by another power of \(E\). The stretch remains the motion that sets the threshold exponent.

## Second half: finite energy and the cross section

### Symbols and results carried forward

The ion has charge \(Ze\), and \(k=e^2/(4\pi\varepsilon_0)\). The electron distances are \(r_1=r+s\) and \(r_2=r-s\), and \(E\) is their total energy. On the ridge \(m_e\dot r^2=E+A/r\), with \(A=k(4Z-1)/2\). A small stretch obeys \(m_e\ddot s=2kZs/r^3\). At zero energy its solutions are \(r^{q_+}\) and \(r^{q_-}\), where

\[
q^2-\frac32q-\beta=0,\qquad \beta=\frac{4Z}{4Z-1},\qquad m=q_+-1 .
\]

For \(Z=1\), \(q_+=2.1269\), \(q_-=-0.6269\) and \(m=1.1269\). Small bends decay at zero energy. It remains to join this motion to free escape, and to turn the escape boundary into a cross section.

At zero energy the relative stretch \(s/r\) grows as \(r^m\), with \(m=1.1269\) for \(Z=1\), while small bends decay. It remains to follow the stretch at finite energy out to free escape, and to turn the escape boundary into a cross section.

All numerical values are calculated from the stated model.
